# Anderson mixing with changing preconditioners and the validity of secant pairs

A self-consistent-field calculation seeks a density at which the output and input densities agree. Near the solution, the residual, output minus input, can be linearised as

$$f(x)=b-Ax ,$$

where $x$ is the discretised density change from a reference and $A$ is a real, nonsingular matrix that need not be symmetric. The norm is Euclidean throughout, arithmetic is taken as exact, and the full history is kept unless a window is mentioned.

Write $f_j=f(x_j)$, $\Delta x_j=x_j-x_{j-1}$ and $\Delta f_j=f_j-f_{j-1}$. The matrices $\Delta X_k$ and $\Delta F_k$ have the columns $\Delta x_1,\dots,\Delta x_k$ and $\Delta f_1,\dots,\Delta f_k$. Anderson mixing with raw residuals chooses $\gamma$ to minimise $\|f_k-\Delta F_k\gamma\|$ and sets

$$\bar x_k=x_k-\Delta X_k\gamma,\qquad \bar f_k=f_k-\Delta F_k\gamma,\qquad x_{k+1}=\bar x_k+P_k\bar f_k .$$

At $k=0$ there are no differences, so $\bar x_0=x_0$ and $\bar f_0=f_0$. The preconditioner $P_k$ includes the damping factor and may change at every step.

## (a) What does the least-squares step minimise?

**Problem.** Relate $\bar f_k$ to $\bar x_k$, and find the space searched by the method in terms of $z_j=P_j\bar f_j$.

**Solution.** The constant $b$ cancels from a difference of residuals:

$$\Delta f_j=(b-Ax_j)-(b-Ax_{j-1})=-A\Delta x_j .$$

This is the secant relation. It contains no preconditioner, so a later change of $P$ cannot spoil it. It gives

$$f(\bar x_k)=b-Ax_k+A\Delta X_k\gamma=f_k-\Delta F_k\gamma=\bar f_k .$$

The extrapolated residual is therefore the true residual of $\bar x_k$.

Let $D_k$ be the span of $\Delta x_1,\dots,\Delta x_k$, which is also the span of $x_1-x_0,\dots,x_k-x_0$. Let $Z_k$ be the span of $z_0,\dots,z_{k-1}$. Both are $\{0\}$ at $k=0$. Suppose $D_k=Z_k$. The update gives

$$x_{k+1}-x_0=(\bar x_k-x_0)+z_k .$$

The bracket equals $(x_k-x_0)-\Delta X_k\gamma$ and lies in $D_k$. Adding $x_{k+1}-x_0$ to the span thus has the same effect as adding $z_k$, so $D_{k+1}=Z_{k+1}$. By induction the two spaces agree at every step, even if some differences are linearly dependent.

As $\gamma$ varies, $x_k-\Delta X_k\gamma$ runs through $x_k+D_k=x_0+Z_k$. Hence

$$\|\bar f_k\|=\min_{x\in x_0+Z_k}\|b-Ax\| .$$

This is a flexible minimal-residual method: each new direction is the current minimal residual, preconditioned by whatever $P_k$ is in use. If $\Delta F_k$ is rank deficient, $\gamma$ is not unique, but $\bar x_k$ is, because $A$ is nonsingular. The argument uses the vector $z_k$ alone, so $P_k\bar f_k$ could also be the result of an inner iteration.

The minimum belongs to $\bar x_k$. The mixed iterate $x_{k+1}$ includes a further step $z_k$ whose length has not yet been optimised, and its residual can be larger.

## (b) When does a step reduce the residual?

**Problem.** Find the decrease from $\|\bar f_k\|$ to $\|\bar f_{k+1}\|$, and a one-step bound. Apply the result to

$$A=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad b=\begin{pmatrix}1\\0\end{pmatrix},\qquad x_0=0 .$$

**Solution.** At the minimum, the derivative of $\|\bar f_k-sAz\|^2$ with respect to $s$ vanishes at $s=0$ for every $z\in Z_k$. Therefore $\bar f_k$ is orthogonal to $AZ_k$. Let $\Pi_k$ be the orthogonal projector onto $AZ_k$, and put

$$q_k=(1-\Pi_k)Az_k .$$

The residuals available at the next step are $\bar f_k-u-tq_k$, with $u\in AZ_k$ and $t$ real; the part $\Pi_kAz_k$ has been absorbed into $u$. Since $u$ is orthogonal to both other vectors,

$$\|\bar f_k-u-tq_k\|^2=\|u\|^2+\|\bar f_k\|^2-2t\,\bar f_k\!\cdot q_k+t^2\|q_k\|^2 .$$

The minimum has $u=0$ and, for $q_k\ne0$, $t=t_k=\bar f_k\!\cdot q_k/\|q_k\|^2$. Orthogonality also gives $\bar f_k\!\cdot q_k=\bar f_k\!\cdot Az_k$. Thus

$$\bar f_{k+1}=\bar f_k-t_kq_k,\qquad
\|\bar f_{k+1}\|^2=\|\bar f_k\|^2-\frac{(\bar f_k\!\cdot AP_k\bar f_k)^2}{\|q_k\|^2}.$$

This is the recurrence of the flexible generalized conjugate residual method, or flexible GCR. If $q_k=0$, the new direction adds nothing, and $\bar f_k\!\cdot AP_k\bar f_k=0$ too. The residual therefore decreases if and only if $\bar f_k\!\cdot AP_k\bar f_k\ne0$. If $n$ directions are independent in an $n$-dimensional problem, $Z_n$ is the whole space and $\bar f_n=0$.

The choice $\gamma=0$ is always allowed at the next step and gives the residual of $x_{k+1}$. Consequently

$$\|\bar f_{k+1}\|\le\|f(x_{k+1})\|=\|(1-AP_k)\bar f_k\| .$$

This bound also holds when only a window of recent differences is kept. Minimality over all of $x_0+Z_k$ is then lost, and the argument no longer guarantees a monotonic decrease.

For the matrix given, take $P_0=1$. Then $z_0=(1,0)^T$ and $Az_0=(0,-1)^T$, which is orthogonal to $\bar f_0=(1,0)^T$. No decrease occurs, and $\bar f_1=\bar f_0$. If $P_1=1$, then $z_1=z_0$, and the method remains stuck for as long as $P$ is unchanged. If instead

$$P_1=\begin{pmatrix}1&0\\1&1\end{pmatrix},$$

then $z_1=(1,1)^T$ and $Az_1=(1,-1)^T$. Removing its component along $Az_0$ leaves $q_1=(1,0)^T$. Now $t_1=1$ and $\bar f_2=0$. The norms are $1,1,1$ with constant $P$ and $1,1,0$ with the changed one.

## (c) Is this the same method as FGMRES?

**Problem.** FGMRES starts with $v_0=f_0/\|f_0\|$ and searches the span of $P_jv_j$. Its vector $v_{j+1}$ is the normalised part of $AP_jv_j$ orthogonal to $v_0,\dots,v_j$. Compare this space with $Z_k$.

**Solution.** First let $P$ be constant and nonsingular, and write $B=AP$. Before breakdown, the vectors $v_0,\dots,v_{k-1}$ span the Krylov space

$$K_k=\operatorname{span}\{f_0,Bf_0,\dots,B^{k-1}f_0\},$$

so FGMRES searches $PK_k$. For Anderson mixing, suppose that $\bar f_0,\dots,\bar f_j$ are independent and span $K_{j+1}$, with the corresponding statement true at earlier steps. Then $\bar f_{j+1}\in f_0+BK_{j+1}\subset K_{j+2}$.

Could $\bar f_{j+1}$ already lie in $K_{j+1}$? Without stagnation $t_j\ne0$, so $q_j$ would lie there as well. Since $q_j$ differs from $B\bar f_j$ by an element of $BK_j\subset K_{j+1}$, the vector $B\bar f_j$ would also lie in $K_{j+1}$. That would make $K_{j+1}$ invariant under the nonsingular matrix $B$. Then $f_0\in BK_{j+1}$, and the minimal residual $\bar f_{j+1}$ is zero. Provided no step stagnates, each residual therefore adds one Krylov dimension until the solution is reached, and the two methods search the same space. The condition is needed: for the rotation of part (b) with $P=1$, Anderson mixing is stuck, whereas $K_2$ is the whole plane and FGMRES reaches the solution at $k=2$.

For variable $P$, both methods begin with a direction parallel to $P_0f_0$. The next residual has the form $\bar f_1=c_0v_0+c_1v_1$. Anderson mixing adds

$$P_1\bar f_1=c_0P_1v_0+c_1P_1v_1,$$

whereas FGMRES adds $P_1v_1$. The extra term $c_0P_1v_0$ is harmless if $P_1$ is proportional to $P_0$, but in general it lies outside the FGMRES space. The method is flexible GCR, not FGMRES under another name.

A six-variable example shows the difference. Let $A=\mathrm{diag}(1,\dots,6)+0.2R$ and $P_j=0.3(1+0.2R_j)$, where the entries of $R$ and of each $R_j$ are independent standard normal numbers. The vector $b$ is random with unit norm, and $x_0=0$. For one such draw, both methods give $\|\bar f_1\|/\|f_0\|=0.541$. At $k=2$, Anderson mixing gives 0.255 and FGMRES 0.267; at $k=4$ the values are 0.128 and 0.090. Each is minimal in its own space, and neither is uniformly better here.

## (d) What happens if preconditioned residuals are stored?

**Problem.** Store $g_j=P_jf_j$, formed with the preconditioner of step $j$. Choose $\gamma$ to minimise $\|g_k-\Delta G_k\gamma\|$, where $\Delta G_k$ has the columns $\Delta g_j=g_j-g_{j-1}$. Put $\bar g_k=g_k-\Delta G_k\gamma$ and $x_{k+1}=\bar x_k+\bar g_k$. For one variable with $P_0=\beta_0$ and $P_1=\beta_1$, find $f(\bar x_1)$. Evaluate it for $f(x)=1-2x$, $x_0=0$, $\beta_0=0.2$ and $\beta_1=0.4$ or $0.1$.

**Solution.** With $\Delta g_1\ne0$, the least-squares problem has the solution $\gamma=g_1/(g_1-g_0)$, so $\bar g_1=0$. The true residual is

$$\begin{aligned}
f(\bar x_1)&=f_1-\gamma(f_1-f_0)\\
&=\frac{f_1(\beta_1f_1-\beta_0f_0)-\beta_1f_1(f_1-f_0)}{\beta_1f_1-\beta_0f_0}\\
&=\frac{f_0f_1(\beta_1-\beta_0)}{\beta_1f_1-\beta_0f_0}.
\end{aligned}$$

The terms in $f_1^2$ cancel. The result vanishes for $\beta_1=\beta_0$, but not for changed damping when $f_0$ and $f_1$ are nonzero.

The numerical start is $f_0=1$, $x_1=0.2$ and $f_1=0.6$. For $\beta_1=0.4$, the stored values are $g_0=0.20$ and $g_1=0.24$. Hence

$$\gamma=\frac{0.24}{0.04}=6,\qquad \bar x_1=0.2-6(0.2)=-1,\qquad f(\bar x_1)=3 .$$

The method has moved away from the root $0.5$ and tripled the initial residual, although $\bar g_1=0$. Raw residuals give the root at this same step. For $\beta_1=0.1$, one finds $\gamma=0.06/(-0.14)=-0.429$, $\bar x_1=0.286$ and $f(\bar x_1)=0.429$.

The formula diverges as $\beta_1$ approaches $\beta_0f_0/f_1=1/3$. There $g_1=g_0$: the change of damping hides the change of the residual.

## (e) What is wrong with the old pairs in general?

**Problem.** Find the error of $(\Delta x_j,\Delta g_j)$ as a secant pair of the current map $P_kf(x)$. Then relate $\bar g_k$ to the true residual.

**Solution.** A valid pair must satisfy $\Delta g_j=P_k\Delta f_j=-P_kA\Delta x_j$. The defect is

$$\begin{aligned}
d_j&=\Delta g_j-P_k\Delta f_j\\
&=P_jf_j-P_{j-1}f_{j-1}-P_kf_j+P_kf_{j-1}\\
&=(P_j-P_k)f_j-(P_{j-1}-P_k)f_{j-1}.
\end{aligned}$$

It vanishes for constant $P$. With changing $P$ it can vanish by coincidence, but not in general. Two cases show what it means:

- If $P_j=P_{j-1}=P\ne P_k$, then $d_j=(P-P_k)\Delta f_j$. The pair is a correct secant of the old map $Pf$, but generally not of the current one.
- If $P_j=P_k\ne P_{j-1}$, then $d_j=(P_k-P_{j-1})f_{j-1}$. The pair mixes two maps, and its error depends on a residual, not on the step $\Delta x_j$.

As long as the differences $P_j-P_k$ do not themselves shrink, approaching the solution does not cure this. If all distances from the solution are multiplied by a common factor, the residuals, steps and defects are all multiplied by it, and the relative defect is unchanged. For a smooth nonlinear residual, by contrast, raw differences obey the secant relation up to terms quadratic in the distance $\delta$ from the solution. If the steps are comparable with $\delta$, that relative error falls in proportion to $\delta$.

To find the effect on the extrapolation, write $\bar x_k=\sum_{j=0}^k\alpha_jx_j$. Collecting coefficients gives, for $k\ge1$,

$$\alpha_0=\gamma_1,\qquad \alpha_j=\gamma_{j+1}-\gamma_j\ (0<j<k),\qquad \alpha_k=1-\gamma_k .$$

Their sum telescopes to one, so $f(\bar x_k)=\sum_j\alpha_jf_j$. The same coefficients give $\bar g_k=\sum_j\alpha_jP_jf_j$. Subtraction yields

$$P_kf(\bar x_k)=\bar g_k+\sum_{j=0}^k\alpha_j(P_k-P_j)f_j .$$

A small $\bar g_k$ therefore does not imply a small residual.

In the six-variable example, $\Delta G_6$ is square and invertible, so $\bar g_6=0$ apart from rounding. Yet $\|f(\bar x_6)\|/\|f_0\|=0.159$. The relative defects $\|d_j\|/\|P_6\Delta f_j\|$ lie between 0.33 and 1.82. With raw residuals and the same changing preconditioners, the true residual at $k=6$ is zero to rounding. It is also zero to rounding if preconditioned residuals are stored but $P$ is held constant.

## (f) How can the history be kept valid?

**Problem.** Find remedies that respect the secant relation, and state what each minimises.

**Solution.** The direct remedy is to store $f_j$ and use the algorithm of part (a). It minimises the same norm at every step and needs no work on old vectors when $P$ changes.

A second remedy is to apply the current $P_k$ to all stored raw residuals. The columns become $P_k\Delta f_j=-P_kA\Delta x_j$, which are valid secants of the current map. The step then minimises $\|P_kf(x)\|$ over the space built from its own earlier directions. Because this is not the unweighted norm, the unweighted residual need not fall monotonically, even when $P$ is constant. When $P$ changes, the minimised norm also changes from step to step, which is a further possible cause of a rise. For nonsingular $P_k$ and a search space that fills all $n$ dimensions, the solution is still reached.

A third remedy is to discard all iterates from before the last change of $P$. The remaining ones have $P_j=P_k$, so $d_j=0$. The step then minimises $\|P_kf(x)\|$ over the combinations of the remaining iterates whose coefficients sum to one. If $P$ changes at every step, however, no pair survives.

## (g) How large is the effect in a metallic slab?

**Problem.** Construct a linearised SCF residual for a slab in a periodic cell, and compare raw and stored histories when a Kerker preconditioner changes at each step.

**Solution.** A neutral electron-density change $\delta n(s)$, with $s$ the position across the slab, produces the electron potential energy $\delta U$ through

$$-\frac{d^2\delta U}{ds^2}=\frac{e^2}{\varepsilon_0}\delta n .$$

In the local Thomas–Fermi approximation the density responds as $-D(s)(\delta U-\delta\mu)$, where $D=dn/dE_F=3n/(2E_F)$ and $E_F=\hbar^2(3\pi^2n)^{2/3}/(2m_e)$. Charge conservation fixes $\delta\mu=\int D\,\delta U\,ds/\int D\,ds$. Define $\kappa^2=e^2D/\varepsilon_0$, and let $V$ be the inverse of $-d^2/ds^2$ on functions of zero mean. Output minus input then gives

$$A=1+CV,\qquad Cw=\kappa^2\left(w-\frac{\int\kappa^2w\,ds}{\int\kappa^2ds}\right).$$

The cell is 6 nm long and has 64 grid points. The density is $50\ \mathrm{nm^{-3}}$ inside the slab and $0.05\ \mathrm{nm^{-3}}$ outside, joined by hyperbolic tangents of width 0.2 nm at 1 and 4 nm. Inside, $E_F=4.95$ eV and $\kappa^2=274\ \mathrm{nm^{-2}}$. Because $\kappa^2\propto n^{1/3}$, the outer region still has $\kappa^2=27\ \mathrm{nm^{-2}}$, so in this model it is a dilute screening medium and not a vacuum. A uniform metal of this density would have eigenvalues $1+\kappa^2/q^2$. At the smallest nonzero wave number, $q=2\pi/(6\ \mathrm{nm})=1.047\ \mathrm{nm^{-1}}$, this is about 251. On neutral density changes the slab matrix has real eigenvalues from 1.03 to 176. The largest is unchanged on finer grids; the smallest belongs to the shortest wavelengths and tends to 1 as the grid is refined (1.006 with 128 points). Their wide spread is the charge-sloshing problem: a small density error of long wavelength causes a large response.

The initial residual is the difference of two Gaussians, $e^{-[(s-1.6)/0.3]^2}-0.7e^{-[(s-3.5)/0.5]^2}$ with $s$ in nm, made neutral and normalised. The preconditioner multiplies each Fourier component by $q^2/(q^2+q_k^2)$, with $q_k$ cycling through 4, 8 and $16\ \mathrm{nm^{-1}}$. All norms below are relative to $\|f_0\|$.

| $k$ | raw $\|\bar f_k\|$ | raw $\|f_k\|$ | stored $\|f(\bar x_k)\|$ | stored $\|\bar g_k\|$ |
|---:|---:|---:|---:|---:|
| 0 | 1.00 | 1.00 | 1.00 | 0.312 |
| 1 | 0.214 | 12.5 | 2.16 | 0.063 |
| 2 | 0.032 | 0.454 | 1.19 | 0.011 |
| 6 | 0.0019 | 0.0026 | 1.52 | 0.0026 |
| 12 | $6.9\times10^{-6}$ | $9.7\times10^{-6}$ | 1.41 | $1.8\times10^{-4}$ |

The raw minimal residual falls at every step. The mixed iterate $x_1$ nevertheless has a residual of 12.5, which shows why the minimal property must be assigned to $\bar x_k$.

With stored preconditioned residuals, $\|\bar g_k\|$ falls to $1.8\times10^{-4}$, but for this sequence of $q_k$ the true residual remains larger than at the start. Its value depends strongly on the order in which the values of $q_k$ are used: over the six orders of 4, 8 and 16 it lies between 0.006 and 7.9 at $k=12$, while the raw minimal residual stays between $3.5\times10^{-6}$ and $1.2\times10^{-5}$. The size of the failure here is therefore not a general estimate. For a comparison in the same units, $\|P_{12}f(\bar x_{12})\|=0.237$, about 1300 times $\|\bar g_{12}\|$. The least squares is reducing a quantity that has ceased to represent the residual.

Two other runs separate the change of $P$ from the act of storing preconditioned vectors. With $q_k$ fixed at $8\ \mathrm{nm^{-1}}$, the stored history reaches $4.7\times10^{-5}$ at $k=12$. With changing $q_k$ but all residuals re-preconditioned at each step, the result is $2.7\times10^{-4}$. That second run rises from $1.28\times10^{-3}$ to $1.43\times10^{-3}$ between $k=9$ and $k=10$, as its changing norm permits.

The final raw $\bar x_{12}$ differs from a direct linear solution by $9.8\times10^{-5}$, relative to the norm of that solution. With $x_0=0$ this quantity is $\|A^{-1}\bar f_{12}\|/\|A^{-1}f_0\|$, which can differ from $\|\bar f_{12}\|/\|f_0\|$ in either direction by up to the condition number of $A$; here it is about 14 times larger. These numbers describe a linear model without exchange, correlation or nonlocal response; they show the algebraic fault, not the convergence rate of a particular material.
